# Charge neutrality levels from a tight-binding Green function: basis dependence and convergence: a program that tests the result

```python
"""Charge neutrality level (CNL) as the in-gap zero of the zone-averaged trace
G(E) = < sum_v 1/(E-E_v) - sum_c 1/(E_c-E) >, per cell and per spin.
Claims under test: the zero is the energy where the orbital-averaged repulsion
of a probe level vanishes; added conduction bands or orbitals lower it; a finite
basis gives a definite value; for complete bands the sum converges in one
dimension but grows as M^(1/3) in three, where the zero is finally lost.
Model 1: cubic MO3 tight binding (O p; cation t2g, eg, s, p), energies in eV.
Model 2: separable potential depth*sin^2(pi x/a) along each axis.
S_v, S_c: zone averages of the summed squares of the same reciprocals.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import ellipk, mathieu_a, mathieu_b

# ---------- Model 1: tight-binding MO3 crystal ----------
E_OXY, E_T2G, E_EG, E_S, E_P = 0.0, 4.0, 5.0, 10.0, 14.0
V_PD_SIGMA, V_PD_PI, V_SP = -2.0, 1.0, 2.0
V_PP_SIGMA, V_PP_PI = 2.0, -0.5
cation_levels = np.array([E_T2G] * 3 + [E_EG] * 2 + [E_S] + [E_P] * 3)
parity = np.array([-1.0] * 6 + [1.0] * 3)  # sign of hop to the opposite oxygen

# rows: cation orbitals; column 3*j+i: p_i on the oxygen displaced along axis j
hop = np.zeros((9, 9))
for row, (a, b) in enumerate([(0, 1), (1, 2), (2, 0)]):
    hop[row, 3 * a + b] = hop[row, 3 * b + a] = V_PD_PI
hop[3, [0, 4, 8]] = V_PD_SIGMA * np.array([-0.5, -0.5, 1.0])
hop[4, [0, 4]] = V_PD_SIGMA * np.sqrt(3) / 2 * np.array([1.0, -1.0])
hop[5, [0, 4, 8]] = V_SP
for i in range(3):
    for j in range(3):
        hop[6 + i, 3 * j + i] = V_PP_SIGMA if i == j else V_PP_PI


def bloch_energies(n_mesh, n_cation=9, offset=0.5):
    """Band energies on an n_mesh^3 mesh with the first n_cation orbitals."""
    line = 2 * np.pi * (np.arange(n_mesh) + offset) / n_mesh
    k = np.array(list(itertools.product(line, repeat=3)))
    phase = np.repeat(np.exp(-1j * k), 3, axis=1)
    block = hop[None, :n_cation, :] * (
        1 + parity[None, :n_cation, None] * phase[:, None, :])
    h = np.zeros((len(k), 9 + n_cation, 9 + n_cation), dtype=complex)
    h[:, 9:, :9] = block
    h[:, :9, 9:] = np.conj(np.swapaxes(block, 1, 2))
    diagonal = np.arange(9 + n_cation)
    h[:, diagonal, diagonal] = np.r_[[E_OXY] * 9, cation_levels[:n_cation]]
    return np.linalg.eigvalsh(h)


def trace_g(energy, bands):
    return np.sum(1 / (energy - bands)) / len(bands)


def find_cnl(bands):
    return brentq(trace_g, E_OXY + 1e-6, E_T2G - 1e-6, args=(bands,), xtol=1e-12)


counts = [3, 5, 6, 9]
basis_bands = {n: bloch_energies(16, n) for n in counts}
full = basis_bands[9]
cnl_full = find_cnl(full)
cnl_coarse = find_cnl(bloch_energies(12))
assert abs(cnl_full - cnl_coarse) < 1e-4
for bands in basis_bands.values():
    assert bands[:, :9].max() < E_OXY + 1e-9
    assert bands[:, 9:].min() > E_T2G - 1e-9

cnl_basis = [find_cnl(basis_bands[n]) for n in counts]
cnl_cut = [find_cnl(full[:, :9 + n]) for n in counts]
assert np.all(np.diff(cnl_basis) < 0) and np.all(np.diff(cnl_cut) < 0)
for small, large in zip(counts[:-1], counts[1:]):
    for energy in (0.5, 1.5, 2.5, 3.5):
        assert (trace_g(energy, basis_bands[large])
                < trace_g(energy, basis_bands[small]))

# rigorous bound on the shift caused by omitted bands
shift_bounds = []
for n, level in zip(counts[:-1], cnl_cut[:-1]):
    tail = -trace_g(level, full[:, 9 + n:])
    valence_square = np.sum((level - full[:, :9]) ** -2) / len(full)
    shift_bounds.append(tail / valence_square)
    assert 0 < level - cnl_full <= shift_bounds[-1]


def closed_form_g(energy):
    """Zone average for the oxygen p + t2g basis, oxygen level at zero."""
    alpha = energy * (E_T2G - energy) + 4 * V_PD_PI ** 2
    m = (4 * V_PD_PI ** 2 / alpha) ** 2
    return 6 / energy + 6 * (E_T2G - 2 * energy) * ellipk(m) / (np.pi * alpha)


cnl_elliptic = brentq(closed_form_g, 0.1, E_T2G - 1e-6)
assert abs(cnl_elliptic - cnl_basis[0]) < 1e-5

valence_sum = trace_g(cnl_full, full[:, :9])
conduction_sum = -trace_g(cnl_full, full[:, 9:])
s_v = np.sum((cnl_full - full[:, :9]) ** -2) / len(full)
s_c = np.sum((cnl_full - full[:, 9:]) ** -2) / len(full)
step = 1e-3
slope = (trace_g(cnl_full + step, full) - trace_g(cnl_full - step, full)) / (2 * step)
assert abs(slope + s_v + s_c) < 1e-4 * (s_v + s_c)

# ---------- Probe level attached to a real-space crystal of 27 cells ----------
side, n_cells = 3, 27
crystal = np.zeros((18 * n_cells, 18 * n_cells))
for cell in itertools.product(range(side), repeat=3):
    here = 18 * int(np.ravel_multi_index(cell, (side,) * 3))
    for j in range(3):
        other = list(cell)
        other[j] = (other[j] - 1) % side
        there = 18 * int(np.ravel_multi_index(other, (side,) * 3))
        cols = np.arange(3 * j, 3 * j + 3)
        crystal[here + 9:here + 18, here + cols] += hop[:, cols]
        crystal[here + 9:here + 18, there + cols] += parity[:, None] * hop[:, cols]
crystal = crystal + crystal.T
crystal += np.diag(np.tile(np.r_[[E_OXY] * 9, cation_levels], n_cells))
levels, vectors = np.linalg.eigh(crystal)
small_bands = bloch_energies(side, offset=0.0)
assert np.allclose(levels, np.sort(small_bands.ravel()), atol=1e-9)
cnl_small = find_cnl(small_bands)
filled = vectors[:, :9 * n_cells]
coupling = 0.02


def probe_response(energy):
    """Shift and valence weight of the probe for each orbital of one cell."""
    size = len(crystal)
    shifts, weights = [], []
    for orbital in range(18):
        h = np.zeros((size + 1, size + 1))
        h[:size, :size] = crystal
        h[size, size] = energy
        h[size, orbital] = h[orbital, size] = coupling
        values, states = np.linalg.eigh(h)
        index = np.argmin(abs(values - energy))
        shifts.append(values[index] - energy)
        weights.append(np.sum((filled.T @ states[:size, index]) ** 2))
    return np.array(shifts), np.array(weights)


shifts_zero, weights_zero = probe_response(cnl_small)
assert abs(shifts_zero.mean()) < 1e-2 * abs(shifts_zero).max()
s_v_small = np.sum((cnl_small - small_bands[:, :9]) ** -2) / n_cells
predicted_weight = coupling ** 2 * s_v_small / 18
assert abs(weights_zero.mean() / predicted_weight - 1) < 1e-2
probe_above = cnl_small + 0.5
shifts_above, _ = probe_response(probe_above)
predicted_shift = coupling ** 2 * trace_g(probe_above, small_bands) / 18
assert abs(shifts_above.mean() / predicted_shift - 1) < 1e-2

# ---------- Model 2: complete bands of a separable continuum crystal ----------
period, depth = 0.4e-9, 12.0
e_recoil = (const.hbar * np.pi / period) ** 2 / (2 * const.m_e) / const.e
depth_ratio = depth / e_recoil


def line_bands(q):
    """Lowest 16 bands (eV) in one dimension; q = k*a/pi."""
    waves = np.arange(-14, 15)
    h = np.diag((q + 2 * waves) ** 2 + depth_ratio / 2)
    h += -depth_ratio / 4 * (np.eye(29, k=1) + np.eye(29, k=-1))
    return e_recoil * np.linalg.eigvalsh(h)[:16]


def line_mesh(n):
    return np.array([line_bands((i + 0.5) / n) for i in range(n)])


def cube_sum(x):
    return (x[:, None, None] + x[None, :, None] + x[None, None, :]).ravel()


bottom, edge = line_bands(0.0), line_bands(1.0)
q_mathieu = depth_ratio / 4
assert abs(bottom[0] / e_recoil - depth_ratio / 2 - mathieu_a(0, q_mathieu)) < 1e-6
assert abs(edge[0] / e_recoil - depth_ratio / 2 - mathieu_b(1, q_mathieu)) < 1e-6

# one dimension
line = line_mesh(200)
line_counts = [1, 3, 7, 15]
line_zeros = [brentq(trace_g, edge[0] + 1e-4, edge[1] - 1e-4,
                     args=(line[:, :1 + n],)) for n in line_counts]
assert np.all(np.diff(line_zeros) < 0)
line_tail = -trace_g(edge[0], line[:, 8:])
line_tail_law = (1 / 8 - 1 / 16) / e_recoil
assert abs(line_tail / line_tail_law - 1) < 0.02

# three dimensions: every band energy is a sum of three one-dimensional ones
coarse = line_mesh(6)
cube = (coarse[:, None, None, :, None, None] + coarse[None, :, None, None, :, None]
        + coarse[None, None, :, None, None, :]).reshape(6 ** 3, 16 ** 3)
conduction = np.sort(cube, axis=1)[:, 1:1001]
top_valence = 3 * edge[0]
bottom_conduction = 2 * bottom[0] + edge[1]
assert bottom_conduction > top_valence

# midpoint error at the band edge is linear in the mesh step: extrapolate it
edge_sums = [np.mean(1 / (top_valence - cube_sum(line_mesh(n)[:, 0])))
             for n in (20, 40, 80)]
edge_first = 2 * edge_sums[1] - edge_sums[0]
edge_valence = 2 * edge_sums[2] - edge_sums[1]
assert abs(edge_first / edge_valence - 1) < 0.01

running = np.cumsum(np.mean(1 / (conduction - top_valence), axis=0))
growth = running[999] - running[124]
growth_law = (6 * np.pi ** 2) ** (1 / 3) * (1001 ** (1 / 3) - 126 ** (1 / 3))
growth_law /= 2 * e_recoil
assert abs(growth / growth_law - 1) < 0.04
assert running[-1] > edge_valence > running[2]
n_lost = int(np.argmax(running > edge_valence)) + 1

valence_cube = cube_sum(line_mesh(40)[:, 0])


def cube_g(energy, n):
    return (np.mean(1 / (energy - valence_cube))
            - np.sum(1 / (conduction[:, :n] - energy)) / len(conduction))


cube_counts = [n for n in (3, 9, 16, 25) if running[n - 1] < 0.95 * edge_valence]
cube_zeros = [brentq(cube_g, top_valence + 1e-4, bottom_conduction - 1e-4, args=(n,))
              for n in cube_counts]
assert len(cube_zeros) >= 2 and np.all(np.diff(cube_zeros) < 0)
for energy in np.linspace(top_valence + 0.02, bottom_conduction - 0.02, 30):
    assert cube_g(energy, n_lost) < 0

# ---------- Output ----------
print("MO3 model, energies from the oxygen p level")
print(f"levels t2g, eg, s, p: {E_T2G}, {E_EG}, {E_S}, {E_P} eV")
print(f"V pd-sigma, pd-pi, sp: {V_PD_SIGMA}, {V_PD_PI}, {V_SP} eV")
print(f"V pp-sigma, pp-pi: {V_PP_SIGMA}, {V_PP_PI} eV")
print(f"CNL, 12^3 mesh: {cnl_coarse:.6f} eV")
print(f"CNL, 16^3 mesh: {cnl_full:.6f} eV = {cnl_full * const.e:.4e} J")
print(f"valence sum at CNL: {valence_sum:.4f} 1/eV")
print(f"conduction sum at CNL: {conduction_sum:.4f} 1/eV")
print(f"S_v, S_c at CNL: {s_v:.4f}, {s_c:.4f} 1/eV^2")
print(f"valence share S_v/(S_v+S_c): {s_v / (s_v + s_c):.4f}")
for n, cut, basis in zip(counts, cnl_cut, cnl_basis):
    print(f"{n} cond. bands: CNL cut sum {cut:.4f}, own basis {basis:.4f} eV")
for n, cut, bound in zip(counts, cnl_cut, shift_bounds):
    print(f"cut at {n}: shift {cut - cnl_full:.4f}, bound {bound:.4f} eV")
print(f"p+t2g CNL, elliptic formula: {cnl_elliptic:.6f} eV")
print(f"27-cell crystal CNL: {cnl_small:.4f} eV; coupling {coupling} eV")
print(f"largest probe shift at CNL: {abs(shifts_zero).max():.3e} eV")
print(f"mean probe shift at CNL: {shifts_zero.mean():.3e} eV")
print(f"mean valence weight: {weights_zero.mean():.4e}, law {predicted_weight:.4e}")
print(f"mean shift 0.5 eV above: {shifts_above.mean():.4e} eV")
print(f"  second-order law: {predicted_shift:.4e} eV")
print(f"Continuum model: a = {period * 1e9:.1f} nm, depth = {depth:.1f} eV")
print(f"E_R = {e_recoil:.4f} eV")
print(f"1D gap: {edge[1] - edge[0]:.4f} eV")
for n, zero in zip(line_counts, line_zeros):
    print(f"1D, {n} cond. bands: zero {zero - edge[0]:.4f} eV above valence top")
print(f"1D sum, bands 9-16: {line_tail:.5f}, law {line_tail_law:.5f} 1/eV")
print(f"3D gap: {bottom_conduction - top_valence:.4f} eV")
for n, zero in zip(cube_counts, cube_zeros):
    print(f"3D, {n} cond. bands: zero {zero - top_valence:.3f} eV above valence top")
print(f"3D valence sum at its edge: {edge_valence:.3f} 1/eV")
for n in (125, 1000):
    print(f"3D conduction sum there, {n} bands: {running[n - 1]:.3f} 1/eV")
print(f"growth 125 to 1000: {growth:.3f}, law {growth_law:.3f} 1/eV")
print(f"3D zero lost at {n_lost} conduction bands")
print("all tests passed")
```

Printed output:

```
MO3 model, energies from the oxygen p level
levels t2g, eg, s, p: 4.0, 5.0, 10.0, 14.0 eV
V pd-sigma, pd-pi, sp: -2.0, 1.0, 2.0 eV
V pp-sigma, pp-pi: 2.0, -0.5 eV
CNL, 12^3 mesh: 2.805884 eV
CNL, 16^3 mesh: 2.805884 eV = 4.4955e-19 J
valence sum at CNL: 2.5057 1/eV
conduction sum at CNL: 2.5057 1/eV
S_v, S_c at CNL: 0.7361, 1.0576 1/eV^2
valence share S_v/(S_v+S_c): 0.4104
3 cond. bands: CNL cut sum 3.3211, own basis 3.4599 eV
5 cond. bands: CNL cut sum 3.0042, own basis 3.1234 eV
6 cond. bands: CNL cut sum 2.9447, own basis 3.0103 eV
9 cond. bands: CNL cut sum 2.8059, own basis 2.8059 eV
cut at 3: shift 0.5153, bound 1.9571 eV
cut at 5: shift 0.1983, bound 0.5673 eV
cut at 6: shift 0.1388, bound 0.3781 eV
p+t2g CNL, elliptic formula: 3.459865 eV
27-cell crystal CNL: 2.7953 eV; coupling 0.02 eV
largest probe shift at CNL: 1.684e-04 eV
mean probe shift at CNL: 1.623e-09 eV
mean valence weight: 1.6559e-05, law 1.6561e-05
mean shift 0.5 eV above: -2.3816e-05 eV
  second-order law: -2.3824e-05 eV
Continuum model: a = 0.4 nm, depth = 12.0 eV
E_R = 2.3502 eV
1D gap: 5.8521 eV
1D, 1 cond. bands: zero 3.4094 eV above valence top
1D, 3 cond. bands: zero 2.6754 eV above valence top
1D, 7 cond. bands: zero 2.3787 eV above valence top
1D, 15 cond. bands: zero 2.2452 eV above valence top
1D sum, bands 9-16: 0.02648, law 0.02659 1/eV
3D gap: 4.6444 eV
3D, 3 cond. bands: zero 0.994 eV above valence top
3D, 9 cond. bands: zero 0.305 eV above valence top
3D, 16 cond. bands: zero 0.087 eV above valence top
3D valence sum at its edge: 1.513 1/eV
3D conduction sum there, 125 bands: 3.078 1/eV
3D conduction sum there, 1000 bands: 7.147 1/eV
growth 125 to 1000: 4.069, law 4.138 1/eV
3D zero lost at 27 conduction bands
all tests passed
```
